# Model tests of classical nuclear sampling for the gap of diamond, part 2

It has been argued that the gap of diamond at 300 K follows from classical molecular dynamics on the ground-state surface, by averaging the gap $E(\mathbf u)$ over snapshots with nuclear displacements $\mathbf u$. Four claims support this: carbon nuclei are heavy enough for Newtonian motion; runs at several temperatures give the temperature dependence; all orders in $\mathbf u$ and all anharmonicity are kept; running hotter absorbs any remaining quantum correction.

Hartree atomic units are used, with $\hbar=1$; $k$ is Boltzmann's constant, $M$ the nuclear mass, $\omega$ a vibrational frequency, $K=M\omega^2$, $x=\omega/kT$ and $n=1/(e^x-1)$. Comment 1 averages the gap at frozen nuclei and fixed volume; over the quantum thermal density this is the mean line position if the transition dipole is independent of $\mathbf u$. A harmonic mode has a Gaussian density; with $\ell^2=1/(2M\omega)$ and any $f$,

$$\langle uf(u)\rangle=\sigma_q^2\langle f'(u)\rangle,\qquad \sigma_q^2=\ell^2(2n+1)=\frac{n+\frac12}{M\omega}.\tag{1}$$

A classical trajectory samples $e^{-V/kT}$, independent of $M$ for any potential $V$ (comment 3). For a harmonic mode

$$\sigma_c^2=\frac{kT}{M\omega^2}=\frac{1/x}{M\omega}.\tag{2}$$

$$R(x)=\frac{\sigma_c^2}{\sigma_q^2}=\frac{2}{x}\tanh\frac x2.\tag{3}$$

$R$ falls monotonically from 1, and $n+\tfrac12=\frac1x+\frac{x}{12}-\frac{x^3}{720}+\dots$. To second order in the normal-mode amplitudes $u_\nu$, the quantum and classical gap shifts are

$$\Delta E_q=\sum_\nu\tfrac12E''_\nu\,\sigma_{q,\nu}^2=\sum_\nu a_\nu\left(n_\nu+\tfrac12\right),\qquad \Delta E_c=\sum_\nu\frac{a_\nu}{x_\nu},\qquad a_\nu=\frac{E''_\nu}{2M\omega_\nu},\tag{4}$$

with $E''_\nu=\partial^2E/\partial u_\nu^2$ at $\mathbf u=0$. For a nondegenerate level $\varepsilon_l$ of the electronic Hamiltonian $h=h_0+h'u_\nu+\frac12h''u_\nu^2$,

$$\tfrac12\varepsilon_l''=\tfrac12\langle l|h''|l\rangle+\sum_{j\neq l}\frac{|\langle j|h'|l\rangle|^2}{\varepsilon_l-\varepsilon_j},\tag{5}$$

For a single frequency (Einstein model), with $D=\frac12\operatorname{tr}E''$ and zero-point shift $Z=D/(2M\omega)$,

$$\Delta E_q=2Z\left(n+\tfrac12\right),\qquad\Delta E_c=\frac{2Z}{x},\qquad\frac{\Delta E_c}{\Delta E_q}=R(x).\tag{6}$$

The example has $T=300$ K, $kT=9.500\times10^{-4}$ Ha, $M=12$ u, $\omega=0.004$ Ha, $x=4.210$, $n=0.01507$ and $R=0.461$; a program checks it on a grid.

The ring of comment 5 has four atoms, one $\omega$, and hoppings $t_1=0.2$ Ha, $t_2=0.1$ Ha; its average gap is a function $F(\sigma^2)$ of the variance. In orthogonal displacement coordinates $m,y,z$, near equilibrium $E=2(r_1-r_2)$, with $r_1=t_1e^{-m}\cosh y+\frac{t_2^2}{2t_1}e^{3m}\sinh^2z/\cosh y+\dots$ and $r_2$ obtained by $t_1\leftrightarrow t_2$, $y\leftrightarrow z$, $m\to-m$. Classical sampling recovers 0.458 of the ring's full shift and 0.467 of the variance in a quartic well.

## 6. How much is missed in diamond

An Einstein model does not compute diamond. Diamond enters through the carbon mass and two recalled rough sizes: the highest phonon frequency, about 0.006 Ha (0.16 eV), and the zero-point shift of the gap, about $Z=-0.015$ Ha (roughly $-0.4$ eV; this is a rough size only, since the indirect and direct gaps have different shifts and reported values depend on the method). What (4) gives for a full spectrum follows from $1/x_\nu=(n_\nu+\frac12)R(x_\nu)$:

$$\frac{\Delta E_c}{\Delta E_q}=\frac{\sum_\nu a_\nu(n_\nu+\frac12)R(x_\nu)}{\sum_\nu a_\nu(n_\nu+\frac12)}.\tag{7}$$

If all $a_\nu$ have the same sign, this is a weighted mean of values of $R$, and monotonicity places it between $R(x_{\max})$ and 1. At 300 K:

| $\omega$ (Ha) | $x$ | $n+\frac12$ | $R$ |
|---|---|---|---|
| 0.001 | 1.053 | 1.036 | 0.917 |
| 0.002 | 2.105 | 0.639 | 0.744 |
| 0.004 | 4.210 | 0.515 | 0.461 |
| 0.006 | 6.316 | 0.502 | 0.316 |

With the top of the spectrum at 0.006 Ha, the missed fraction of the quantum shift is at most $1-0.316\approx0.68$. That figure is an upper bound, reached only if all coupling sat at the top frequency. The equal-sign condition is an assumption about diamond that is not established here, and it can fail: in the ring, the quadratic part of the gap is $(t_1-t_2)m^2+(t_1-t_1^2/t_2)y^2+(t_2^2/t_1-t_2)z^2$ plus nothing else in the diagonal, read off from the expansion above, with coefficients $+0.10$, $-0.20$ and $-0.05$ Ha. With mixed signs and unequal frequencies (7) is not a mean and has no such bound.

To see the sensitivity to the spectrum, replace the sum by an integral up to 0.006 Ha with a total weight $a(\omega)\propto\omega^p$ per unit frequency, so that the ratio is $\int\omega^{p-1}kT\,d\omega\big/\int\omega^p(n+\frac12)\,d\omega$. The exponents are model choices. They give 0.54 for $p=1$ and 0.41 for $p=3$, on either side of the Einstein value 0.46 at 0.004 Ha. For weightings of this kind the classical run misses about half of the shift. A weighting concentrated near 0.001 Ha would lose under a tenth, so the actual fraction requires the computed $a_\nu$ of diamond.

With $\omega=0.004$ Ha and the rough $Z$, equation (6) gives

$$\Delta E_q=2(-0.015)(0.51507)=-0.0155\ \text{Ha}\approx-0.42\ \text{eV},$$
$$\Delta E_c=2(-0.015)(0.2375)=-0.0071\ \text{Ha}\approx-0.19\ \text{eV}.$$

The classical gap is too high by 0.0083 Ha, about 0.2 eV, in this estimate. If such a run were compared with a measured gap to judge an electronic-structure method, an error of that size would be charged to the method. From (3), $R=0.9$ at $x=1.168$, so for this frequency the classical shift comes within 10% of the quantum one only above about 1080 K.

## 7. Temperature dependence and mass dependence

The second supporting claim fails in the opposite direction. From (6), the change between 0 K and $T$ is $2Zn$ in the quantum case and $2Z/x$ in the classical case, where the shift starts from zero. Since $e^x-1>x$, one has $n<1/x$ and the classical change is the larger. At 300 K the values are $2(-0.015)(0.01507)=-4.5\times10^{-4}$ Ha ($-0.012$ eV) and $-7.1\times10^{-3}$ Ha, a factor $1/(xn)=15.8$.

For the slope, $dx/dT=-x/T$ gives $dn/dT=xe^x/[T(e^x-1)^2]=x\,n(n+1)/T$, and $n(n+1)=1/[4\sinh^2(x/2)]$. The classical slope is $2Z/(xT)$ at all temperatures, so

$$\frac{d\Delta E_c/dT}{d\Delta E_q/dT}=\frac{1}{x^2n(n+1)}=\left[\frac{\sinh(x/2)}{x/2}\right]^2\ge1 .$$

At 300 K the slopes are $-2.4\times10^{-5}$ Ha/K and $-6.4\times10^{-6}$ Ha/K, a ratio of 3.7; the quantum slope is tested against a finite difference of the grid variance. These two factors are properties of the single-frequency model and are sensitive to it, because $n$ depends exponentially on $\omega$ and soft modes, weighted by $a_\nu n_\nu$ in the thermal part and by $a_\nu/2$ in the zero-point part, carry a larger share of the first than of the second when all $a_\nu$ have the same sign, since $n$ falls as $\omega$ rises. The direction of the error holds mode by mode. At high temperature the series of comment 3 gives $\Delta E_q-\Delta E_c=2Zx/12+\dots$, so the classical straight line is the asymptote of the quantum curve.

At fixed volume the Born–Oppenheimer quantities $K$ and $D$ do not depend on the mass. Then $M\omega=\sqrt{KM}$ and $Z\propto M^{-1/2}$, whereas comment 3 shows that the classical average has no mass dependence at all. For 12 u → 13 u the factor is $\sqrt{12/13}=0.96077$, so at 0 K the gap rises by $0.015\times0.03923=5.9\times10^{-4}$ Ha. At 300 K the grid calculation gives $5.3\times10^{-4}$ Ha, about 14 meV. The reduction has the sign that (1) requires, since the heavier mass lowers $x$ and raises $n$, which offsets part of the smaller prefactor. A measured mass dependence of a gap at fixed volume is therefore outside the reach of the proposed method.

## 8. The raised temperature and the correct sampling

Equating (2) at a temperature $T_{\rm eff}$ to (1) at $T$ gives $kT_{\rm eff}=\omega(n+\frac12)$, or $T_{\rm eff}=T/R(x)=300/0.461=651$ K. This repairs one frequency: when all modes are harmonic and share it, as in the ring, the average $F(\sigma^2)$ of comment 5 is then reproduced to all orders. A mode of frequency $\omega'$ run at the same $T_{\rm eff}$ has the variance ratio $R(x')T_{\rm eff}/T=R(x')/R(x)$, which exceeds 1 for every softer mode. For $\omega'=\omega/2$ it is $0.7437/0.4611=1.61$, a variance 61% above the quantum value at 300 K. The total second-order shift can still be matched by one temperature: $\Delta E_c$ in (4) is proportional to $T$, so $T^*=T\,\Delta E_q/\Delta E_c$ reproduces $\Delta E_q$ whenever the two have the same sign. For the weightings of comment 6 this gives $300/0.5443=551$ K ($p=1$) and $300/0.4104=731$ K ($p=3$). That temperature can be found only once the $a_\nu$ are known, it holds for one observable at one target temperature, and it works by cancelling overheated soft modes against underheated stiff ones.

For harmonic nuclei the remedy is to draw each normal-mode amplitude from the Gaussian (1). For anharmonic nuclei the path integral supplies the weight, and it also shows where the classical run stands. Split $e^{-H/kT}$ into $P$ factors, approximate each by $e^{-p^2/(2MPkT)}e^{-V/(PkT)}$, and insert position states $u_1,\dots,u_P$ with $u_{P+1}=u_1$. The free-particle factor is $\int\frac{dp}{2\pi}e^{ip(u-u')-p^2/(2MPkT)}\propto e^{-MPkT(u-u')^2/2}$, so the weight is

$$\exp\Big[-\sum_{s=1}^P\Big(\tfrac12MPkT(u_s-u_{s+1})^2+\frac{V(u_s)}{PkT}\Big)\Big].$$

For $P=1$ the spring term vanishes and this is $e^{-V/kT}$: classical dynamics is the one-bead case. For harmonic $V$ the weight is $e^{-\frac12u^TAu}$ with a cyclic matrix $A$. Its eigenvectors are $e^{2\pi ijs/P}$, on which the second difference $2u_s-u_{s+1}-u_{s-1}$ has eigenvalue $4\sin^2(\pi j/P)$, so the eigenvalues of $A$ are $\frac{M}{PkT}(\omega^2+\omega_j^2)$ with $\omega_j=2PkT\sin(\pi j/P)$. All beads are equivalent, so the variance of one is $\frac1P\operatorname{tr}A^{-1}$:

$$\sigma_P^2=\frac{kT}{M}\sum_{j=0}^{P-1}\frac1{\omega^2+\omega_j^2}.\tag{8}$$

The $j=0$ term is $\sigma_c^2$ and the others are positive. To take the limit, set $\sinh(\theta/2)=x/2P$, so that $\cosh\theta=1+x^2/2P^2$ and $\omega^2+\omega_j^2=2(PkT)^2(\cosh\theta-\cos\phi_j)$ with $\phi_j=2\pi j/P$. Summing two geometric series in $\zeta=e^{-\theta+i\phi}$ gives $\sum_{r=-\infty}^{\infty}e^{-|r|\theta+ir\phi}=(1-|\zeta|^2)/|1-\zeta|^2=\sinh\theta/(\cosh\theta-\cos\phi)$. The sum over $j$ gives $P$ when $r$ is a multiple of $P$ and zero otherwise, leaving $P\sum_{r'}e^{-|r'|P\theta}=P\coth(P\theta/2)$. With $\sinh\theta=2\sinh\frac\theta2\cosh\frac\theta2=\frac xP\sqrt{1+x^2/4P^2}$,

$$\sigma_P^2=\frac{\coth(P\theta/2)}{2M\omega\sqrt{1+x^2/4P^2}}.$$

As $P\to\infty$, $P\theta\to x$ and this becomes (1). The program asserts (8) against inversion of $A$, and the $P=256$ value against the grid variance to a relative $10^{-4}$. The ratio $\sigma_P^2/\sigma_q^2$ is 0.461, 0.704, 0.890, 0.968 and 0.992 for $P=1,2,4,8,16$. For $P=2$, $\omega_1=4kT$ and (8) gives $R\,[1+x^2/(x^2+16)]=0.4611\times1.526=0.7035$. At this $x$ sixteen beads bring the variance within 1% of the quantum value.

## 9. Limits shared by both averages, and recommendation

Correct sampling does not remove the assumptions of comment 1. The frozen-nuclei average drops $\omega$ from the denominators in (5), which is justified only when the spacings $\varepsilon_l-\varepsilon_j$ that carry the weight of the sum are large compared with $\omega$; it fails when the sum is dominated by states within $\omega$ of the band edge. Formula (5) holds for a nondegenerate level. A degenerate edge can split linearly in $\mathbf u$, although symmetry may forbid the linear term, as it does for the $\pi$ levels of a linear molecule under bending. Where the splitting is linear, the gap between the extreme members of the multiplets contains a term in $|u|$ that does not average to zero; it is proportional to $\sigma$, so for one frequency the classical run recovers the fraction $\sqrt R$ of it. The valence-band top of diamond is threefold degenerate when spin–orbit coupling is neglected, so (5) does not apply to it directly. In a periodic cell of $N$ atoms only zone-centre modes couple these three states linearly, with a matrix element per unit mode amplitude proportional to $N^{-1/2}$. The $|u|$ term is therefore a finite-cell effect that shrinks as $N^{-1/2}$ and can be large in small cells. It comes from the zone-centre optical phonon at the top of the spectrum, for which $\sqrt R\approx\sqrt{0.316}=0.56$. Averaging the levels of each multiplet before taking the gap removes it. Thermal expansion is excluded by fixing the volume, and the first moment of the lines is not the absorption onset.

The claim is not supported as written for diamond: in the models examined here the first three supporting arguments fail at these values of $x$, the fourth repairs the variance of one harmonic frequency only (enough for the single-frequency Einstein model and ring, at 651 K instead of 300 K; with several frequencies one temperature can match the total second-order shift, but only if the $a_\nu$ are already known, and it leaves the individual variances wrong), and the model weightings of comment 6 lose about half of the shift, although the actual fraction awaits the computed $a_\nu$. It would be acceptable in the following form: a classical average gives the adiabatic gap shift, for harmonic nuclei and at second order in the displacement, with each mode's contribution short of its quantum value by a fraction of about $x_\nu^2/12$ of that value, when $kT$ exceeds the frequencies of the modes that carry the coupling. A revised calculation should report the weights $a_\nu$ with their signs so that (7) can be evaluated, and should replace the trajectory by Gaussian sampling with the variance (1) or by path-integral sampling with the number of beads converged.

## Calculated quantities

```
T = 300 K, kT = 9.50043e-04 Ha, 1 Ha = 27.2114 eV
M = 12 u = 21874.7 m_e, w = 0.004 Ha (0.1088 eV), w/kB = 1263 K
K = 0.34999 Ha/bohr^2, x = 4.2103, 1/x = 0.2375
n = 0.01507, n+1/2 = 0.51507, R = 0.4611, missed 1-R = 0.5389
var at 0 K = 5.71437e-03, var_q = 5.88655e-03, var_c = 2.71445e-03 bohr^2
var_q from grid = 5.88655e-03 bohr^2
rms u: quantum 0.0767, classical 0.0521 bohr
ring: t1 = 0.2 Ha, t2 = 0.1 Ha, b = 1.0 1/bohr, static gap = 0.2000 Ha
ring: DW = 0.2000, Fan = -0.3500, D (fin. diff.) = -0.15000 Ha/bohr^2
ring: c2 = -0.1500 Ha, c4 = -0.4594 Ha
ring quantum: c2 v = -8.8298e-04, c4 v^2 = -1.592e-05, full = -8.9602e-04 Ha
ring classical: c2 v = -4.0717e-04, c4 v^2 = -3.385e-06, full = -4.1027e-04 Ha
ring shifts: quantum -24.38 meV, classical -11.16 meV
ring MD shift = -4.0927e-04 +- 2.3e-06 Ha, full ratio c/q = 0.4579
MD: dt = 25.0 a.u., friction = 0.003 a.u., ring samples = 160000
quartic lam = 1.0 Ha/bohr^4: Boltzmann var = 2.5082e-03 bohr^2
quartic, mass M: MD 2.5086e-03 +- 5e-06, quantum 5.3734e-03 bohr^2
quartic, mass 4M: MD 2.5159e-03 +- 5e-06, quantum 3.3702e-03 bohr^2
quartic ratio c/q at mass M = 0.4668
ring polymer P = 1: var/var_q = 0.46113
ring polymer P = 2: var/var_q = 0.70350
ring polymer P = 4: var/var_q = 0.88992
ring polymer P = 8: var/var_q = 0.96846
ring polymer P = 16: var/var_q = 0.99181
ring polymer P = 256: var/var_q = 0.99997
rough inputs: top phonon 0.006 Ha (0.16 eV), Z = -0.015 Ha (-0.41 eV)
w = 0.001 Ha: x = 1.053, n+1/2 = 1.0362, R = 0.9169
w = 0.002 Ha: x = 2.105, n+1/2 = 0.6387, R = 0.7437
w = 0.004 Ha: x = 4.210, n+1/2 = 0.5151, R = 0.4611
w = 0.006 Ha: x = 6.316, n+1/2 = 0.5018, R = 0.3155
model weights up to top phonon: R(w^1) = 0.5443, R(w^3) = 0.4104
Einstein quantum shift = -0.01545 Ha (-0.420 eV)
Einstein classical shift = -0.00713 Ha (-0.194 eV)
missed shift = -0.00833 Ha (-0.227 eV)
change 0 -> 300 K: quantum -4.520e-04 Ha (-0.0123 eV), classical -7.125e-03 Ha
classical/quantum change = 15.77
slope at 300 K: quantum -6.438e-06, classical -2.375e-05 Ha/K, ratio 3.69
mass 12 -> 13 u: sqrt(12/13) = 0.96077
mass 12 -> 13 u, quantum gap change at 300 K = 5.268e-04 Ha (14.3 meV)
T_eff = 651 K; at T_eff a mode w/2 has var_c/var_q(300 K) = 1.613
R = 0.9 at T = 1082 K (x = 1.168)
```
